# Testing a Radial Dirac Solver with the Coulomb Levels at Z = 80

## Problem

Deep core states in an LAPW calculation are found by integrating the radial Dirac equation in a spherical potential. Before such a solver is trusted with a self-consistent potential, it should be tried on one whose levels are known in closed form.

Take one electron in $V(r)=-Z/r$, with a point nucleus fixed at the origin and no radiative corrections. Use Hartree atomic units, where $c=1/\alpha=137.035999177$, and count the energy $\varepsilon$ from the rest energy $c^2$.

(a) Reduce the Dirac equation to two first-order radial equations.

(b) Find the bound levels in closed form. Which of them coincide?

(c) Design a solver that does not use this formula, and compare the two for $Z=80$ and $n\le 3$.

(d) Which levels are unable to reveal an error caused by too large an integration step?

## Hints

1. For (a), multiply $\boldsymbol\sigma\cdot\mathbf p$ by $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ and use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$.
2. For (b), find the behaviour at small and large $r$, factor it out, and expand the rest in powers of $r$. The right-hand sides of the two recurrences are proportional.
3. For (c), integrate from both ends and ask when the two solutions join.
4. For (d), look at the ratio of the two radial functions when the series has a single term.

## Solution

### (a) Radial equations

Let $\phi$ and $\eta$ be the upper and lower two-component parts of the wavefunction. With the rest energy subtracted,

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(\varepsilon-V)\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(\varepsilon-V+2c^2)\eta .$$

The identity in hint 1 gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$. Since $\sigma_r^2=1$, a second multiplication by $\sigma_r$ yields

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

On a state of definite $j$ and $l$, $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. This is $l$ for $j=l+\frac12$ and $-(l+1)$ for $j=l-\frac12$. Both cases read $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$ if $\kappa=-(l+1)$ in the first and $\kappa=l$ in the second. Thus $s_{1/2}$ has $\kappa=-1$, $p_{1/2}$ has $\kappa=+1$, and $|\kappa|=j+\frac12$.

The operator $\sigma_r$ commutes with the total angular momentum and reverses parity, so it turns $\chi_\kappa$ into the other spinor of the same $j$. We fix the phase by $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,(g\chi_\kappa)=i\left(g'+\frac{\kappa+1}{r}g\right)\chi_{-\kappa}.$$

Now put $\phi=P\chi_\kappa/r$ and $\eta=iQ\chi_{-\kappa}/r$. For $g=P/r$ the bracket is $(P'+\kappa P/r)/r$. For $g=iQ/r$, with $\kappa$ replaced by $-\kappa$, it is $i(Q'-\kappa Q/r)/r$, and the two factors $i$ give a minus sign. The two Dirac equations become

$$P'=-\frac{\kappa}{r}P+\left(2c+\frac{\varepsilon-V}{c}\right)Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{\varepsilon-V}{c}P .$$

### (b) Closed formula

Let $\zeta=Z/c$ and $u=2c+\varepsilon/c$. Since $(\varepsilon-V)/c=\varepsilon/c+\zeta/r$,

$$P'=-\frac{\kappa}{r}P+\left(u+\frac{\zeta}{r}\right)Q,\qquad Q'=\frac{\kappa}{r}Q-\left(\frac{\varepsilon}{c}+\frac{\zeta}{r}\right)P .$$

**Small $r$.** Insert $P=a_0r^s$, $Q=b_0r^s$ and keep the terms in $1/r$:

$$(s+\kappa)a_0=\zeta b_0,\qquad (s-\kappa)b_0=-\zeta a_0 .$$

Multiplying the equations gives $s^2=\kappa^2-\zeta^2$. We take $s=\gamma=\sqrt{\kappa^2-\zeta^2}$, which is real for all $\kappa$ if $Z<c$. At $Z=80$ the smallest $\gamma$ is 0.811906. The other solution has density $r^{-2\gamma}$ and cannot be normalized, because $2\gamma>1$.

**Large $r$.** Without the $1/r$ terms, $P''=uQ'=-(u\varepsilon/c)P$. The decaying solution is $e^{-\lambda r}$ with

$$\lambda^2=-\frac{u\varepsilon}{c}=-2\varepsilon-\frac{\varepsilon^2}{c^2},\qquad \frac QP=-\frac{\lambda}{u}\equiv-\mu .$$

**Series.** Write $P=e^{-\lambda r}r^\gamma\sum_k a_kr^k$ and $Q=e^{-\lambda r}r^\gamma\sum_k b_kr^k$. Collecting the power $r^{k+\gamma-1}$ gives, for $k\ge1$,

$$(k+\gamma+\kappa)a_k-\zeta b_k=\lambda a_{k-1}+ub_{k-1}\equiv S_k,$$
$$\zeta a_k+(k+\gamma-\kappa)b_k=\lambda b_{k-1}-\frac{\varepsilon}{c}a_{k-1}=\mu S_k .$$

The last equality holds because $\lambda=\mu u$ and $-\varepsilon/c=\lambda^2/u=\mu\lambda$. The determinant of this pair is $(k+\gamma)^2-\kappa^2+\zeta^2=(k+\gamma)^2-\gamma^2=k(k+2\gamma)$, so

$$a_k=\frac{k+\gamma-\kappa+\zeta\mu}{k(k+2\gamma)}S_k,\qquad b_k=\frac{\mu(k+\gamma+\kappa)-\zeta}{k(k+2\gamma)}S_k .$$

Form $S_{k+1}=\lambda a_k+ub_k$. With $u\mu=\lambda$ the terms in $\kappa$ cancel, and $\lambda\zeta\mu=u\zeta\mu^2$:

$$\frac{S_{k+1}}{S_k}=\frac{2\lambda(k+\gamma)-u\zeta(1-\mu^2)}{k(k+2\gamma)} .$$

If the series never stops, this ratio tends to $2\lambda/k$, as for $e^{2\lambda r}$. The factor $e^{-\lambda r}$ then leaves growth like $e^{+\lambda r}$, which is no bound state. The series must therefore stop. Let its last term be $k=n_r$. For $n_r\ge1$ the numerator must vanish there; dividing by $u$,

$$2\mu N=\zeta(1-\mu^2),\qquad N=n_r+\gamma .$$

For $n_r=0$ we need $S_1=0$, that is $b_0/a_0=-\mu<0$, while the origin requires $b_0/a_0=(\gamma+\kappa)/\zeta$. If $\kappa>0$ these signs conflict and the state is absent: there is no $1p_{1/2}$. If $\kappa<0$, then $\mu=(|\kappa|-\gamma)/\zeta$. Using $\zeta^2=(|\kappa|-\gamma)(|\kappa|+\gamma)$,

$$\zeta(1-\mu^2)=\frac{\zeta^2-(|\kappa|-\gamma)^2}{\zeta}=\frac{2\gamma(|\kappa|-\gamma)}{\zeta}=2\mu\gamma ,$$

so the same condition holds with $N=\gamma$.

**Energy.** Let $W=\varepsilon+c^2$. Then $u=(c^2+W)/c$ and

$$\mu^2=\frac{-\varepsilon/c}{u}=\frac{c^2-W}{c^2+W},\qquad 1-\mu^2=\frac{2W}{c^2+W}.$$

Multiplying the condition by $(c^2+W)/2$ gives $N\sqrt{c^4-W^2}=\zeta W$, hence $W>0$. Squaring, $N^2c^4=W^2(N^2+\zeta^2)$. With $n=n_r+|\kappa|$ this is Sommerfeld's formula:

$$\varepsilon=c^2\left[\frac{1}{\sqrt{1+\zeta^2/N^2}}-1\right],\qquad N=n-|\kappa|+\sqrt{\kappa^2-\zeta^2}.$$

The sign of $\kappa$ has dropped out. Levels with equal $n$ and $|\kappa|$ coincide whenever both exist: $2s_{1/2}$ with $2p_{1/2}$, $3s_{1/2}$ with $3p_{1/2}$, and $3p_{3/2}$ with $3d_{3/2}$.

**Numbers.** For $Z=80$, $\zeta=0.583788$ and $c^2=18778.8651$. For $1s$, $N=\gamma$ and $\gamma^2+\zeta^2=1$, so the formula shortens to

$$\varepsilon_{1s}=c^2(\gamma-1)=18778.8651\times(-0.188094)=-3532.19\ \text{Hartree}.$$

For $n=2$, $|\kappa|=1$ we have $N=1.811906$ and $\zeta^2/N^2=0.10381$. The bracket is $-0.0481844$ and $\varepsilon=-904.85$ Hartree.

### (c) The solver

With $x=\ln r$ and $y=(P,Q)^T$, the radial equations are $dy/dx=A(x)y$, where

$$A=\begin{pmatrix}-\kappa & r\,[2c+(\varepsilon-V)/c]\\ -r(\varepsilon-V)/c & \kappa\end{pmatrix}.$$

Equal steps in $x$ resolve the power law near the nucleus evenly. A fourth-order Runge–Kutta step of length $h$ multiplies $y$ by

$$M=1+\tfrac h6(K_1+2K_2+2K_3+K_4),$$

with $K_1=A(x)$, $K_2=A(x+\frac h2)(1+\frac h2K_1)$, $K_3=A(x+\frac h2)(1+\frac h2K_2)$ and $K_4=A(x+h)(1+hK_3)$.

The outward integration starts at $r=1.25\times10^{-8}$ bohr with $Q/P=(\gamma+\kappa)/\zeta$. For $\kappa<0$ the equal expression $-\zeta/(\gamma-\kappa)$ avoids subtracting nearly equal numbers when $\zeta$ is small. Near the nucleus, a small admixture of $r^{-\gamma}$ fades relative to $r^\gamma$ as $r^{-2\gamma}$.

The inward integration starts at $r=40/\lambda$ with $Q/P=-\mu$. In this direction the wanted solution grows and the unwanted one shrinks, so the leading-order starting ratio is sufficient.

At $r=3/Z=0.0375$ bohr form

$$D(\varepsilon)=P_{\rm out}Q_{\rm in}-Q_{\rm out}P_{\rm in}.$$

If $D=0$ the two vectors are parallel, and rescaling one of them gives a continuous solution that is correct at both ends. Scan $\varepsilon$ from $-Z^2$ to $-Z^2/25$, note each change of sign of $D$, and refine it with a root finder.

With 4000 outward and 2000 inward steps the results are, in Hartree:

| Level | $\kappa$ | Solver | Solver − formula |
|---|---:|---:|---:|
| $1s_{1/2}$ | −1 | −3532.192093 | $-3.2\times10^{-12}$ |
| $2s_{1/2}$ | −1 | −904.847783 | $2.0\times10^{-9}$ |
| $2p_{1/2}$ | +1 | −904.847783 | $2.0\times10^{-9}$ |
| $2p_{3/2}$ | −2 | −817.807495 | $-1.0\times10^{-12}$ |

The $n=3$ levels are in the numerical output and agree equally well. The solver thus gives $-3532.19$ Hartree for $1s$, or $-96.116$ keV.

The $2s_{1/2}$ and $2p_{1/2}$ energies come from separate integrations with different $\kappa$ and differ by $1.3\times10^{-11}$ Hartree. This is much less than the error of either, because the two step errors are identical. For $V=-Z/r$ write $A=A_0(\kappa)+rA_1$, where $A_0(\kappa)$ has rows $(-\kappa,\zeta)$ and $(-\zeta,\kappa)$, and $A_1$ has rows $(0,u)$ and $(-\varepsilon/c,0)$. The constant matrix $T=Z-\kappa A_1$ commutes with $A_1$ and obeys $TA_0(\kappa)=A_0(-\kappa)T$, as multiplying out with $c\zeta=Z$ shows. It therefore carries every Runge–Kutta step for $\kappa$ into the step for $-\kappa$. It also carries over both starting vectors, which are eigenvectors of $A_0$ and $A_1$. So the two determinants $D$ vanish at the same energies for any $h$, except where $\det T=Z^2-\kappa^2\lambda^2$ vanishes, which is the $n_r=0$ level. The gap is only rounding and root-finder tolerance, and it says nothing about the accuracy of each level. The $2p_{3/2}$ level, with $|\kappa|=2$, lies 87.04 Hartree higher.

The number of levels is a test of its own. In the scanned range the solver finds three levels for $\kappa=-1$ and two for $\kappa=+1$, in accordance with the missing $1p_{1/2}$. If the sign of $\kappa$ were reversed throughout the solver, the $n=2$ degeneracy would survive, but these counts would be exchanged.

Solver and formula must also share the same $c$. With $c=137$ the formula gives $-3532.41$ Hartree for $1s$, a shift of about 0.2 Hartree that could be mistaken for a solver error.

The many digits serve to compare two solutions of the same model. They do not predict a real atom, where nuclear size, other electrons and radiative effects enter.

### (d) Levels blind to the step size

The $1s$ error in the table is far smaller than the $2s_{1/2}$ error. For $n_r=0$ the series has one term, so $P\propto r^\gamma e^{-\lambda r}$ and $Q=-\mu P$ at every $r$. Since $dP/dx=(\gamma-\lambda r)P$, the differential equation says

$$A(x)\begin{pmatrix}1\\-\mu\end{pmatrix}=(\gamma-\lambda r)\begin{pmatrix}1\\-\mu\end{pmatrix}.$$

The same vector is an eigenvector of $A$ at every radius. Each $K_i$ multiplies it by a number, and so does $M$. Its direction is preserved for any $h$, both starting ratios are exact, and $D$ vanishes at the exact energy apart from rounding. The levels $1s_{1/2}$, $2p_{3/2}$ and $3d_{5/2}$ therefore test the equations, but not the step size. On the grids used here, with 100 outward steps or more, they do not reveal an error in the outer starting ratio either, because it fades below rounding before the matching radius. On much coarser grids the damping is lost. An error in the inner ratio also fades, but not always that far: starting with $Q=0$ there shifts $1s_{1/2}$ by about $2\times10^{-6}$ Hartree, well above rounding.

A grid of only 100 outward steps confirms this. At the formula energies, the largest $|D|$ for these three levels is $7.4\times10^{-15}$, while for $2s_{1/2}$ it is $4.1\times10^{-6}$.

The step must be tested on the energies of levels with $n_r\ge1$, not on the gap between degenerate partners, which by (c) vanishes for any $h$. For the same reason the four levels below carry only two independent errors. The root-mean-square error of $2s_{1/2}$, $3s_{1/2}$, $2p_{1/2}$ and $3p_{1/2}$, relative to the formula, is

| Outward steps | Error (Hartree) |
|---:|---:|
| 500 | $9.676\times10^{-6}$ |
| 1000 | $6.054\times10^{-7}$ |
| 2000 | $3.782\times10^{-8}$ |

The last halving of the step reduces the error by 16.01, close to the $2^4=16$ of a fourth-order method.

## Variation 1: the nonrelativistic limit

*What should the solver give for $1s$ if $c$ is made a hundred times larger?*

Expand $\gamma=\sqrt{1-\zeta^2}=1-\zeta^2/2-\zeta^4/8-\dots$ in $\varepsilon_{1s}=c^2(\gamma-1)$ and use $c\zeta=Z$:

$$\varepsilon_{1s}=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\dots$$

The first term is the Schrödinger energy, $-3200$ Hartree. With the enlarged $c$ the second is $-80^4/(8\times10^4\times18778.8651)=-0.0273$ Hartree. The solver gives $-3200.0273$ Hartree, in agreement.

At the physical $c$ the second term is $-272.65$ Hartree, whereas the full lowering is 332.19 Hartree. The first correction alone is not adequate at $Z=80$.

## Variation 2: a screened potential

*Does the degeneracy survive in $V=-[1+(Z-1)e^{-ar}]/r$ with $a=1$ per bohr?*

This model potential is $-Z/r$ close to the nucleus, so the outward starting ratio still holds. The inward integration starts near 1 bohr, where $V\approx-30$ Hartree is small beside $\varepsilon$. The old ratio is only approximate there, but its error fades on the way in. The derivation in (b) needed $-Z/r$ at every radius and no longer applies. The solver gives $-828.351$ Hartree for $2s_{1/2}$ and $-827.878$ Hartree for $2p_{1/2}$, so $2s_{1/2}$ lies lower by 0.473 Hartree. The degeneracy found before was thus a property of the Coulomb potential and was not forced by the solver.

The size can be estimated. For small $ar$,

$$V\approx-\frac Zr+(Z-1)a-\frac{(Z-1)a^2}{2}r .$$

The constant raises both levels by 79 Hartree and does not split them. To first order, the linear term contributes $-39.5\langle r\rangle$.

Take Schrödinger functions for the estimate, with $\rho=Zr$. For $2p$, $P^2\propto\rho^4e^{-\rho}$ and $\langle\rho\rangle=5!/4!=5$. For $2s$, $P^2\propto\rho^2(1-\rho+\rho^2/4)e^{-\rho}$ and

$$\langle\rho\rangle=\frac{6-24+30}{2-6+6}=6 .$$

The $2s$ electron is farther out on average and gains more from the linear term. The estimated splitting is $-39.5\,(6-5)/80=-0.49$ Hartree, close to the computed $-0.473$. Dirac functions give the same difference of $\langle r\rangle$, $1/Z$, so the remaining 0.02 Hartree comes from higher powers of $ar$, not from relativity in the linear term.

In a self-consistent core calculation, a difference between $2s_{1/2}$ and $2p_{1/2}$ is therefore no sign of a fault. Its size cannot be read from this model: $a=1$ screens far more weakly than the electrons of a real atom, and a Thomas–Fermi screened potential at $Z=80$ splits the two levels by about 21 Hartree. Their equality holds for the pure Coulomb potential, but it is a weak test of a solver, since it survives any step length and even a wrong constant in place of $2c$. The energies themselves must be compared with the formula.

## Numbers as computed

```
nuclear charge Z: 80
speed of light c: 137.035999 a.u.
c squared: 18778.8651 Hartree
zeta = Z/c: 0.583788
gamma for |kappa| = 1: 0.811906
N for n = 2, |kappa| = 1: 1.811906
starting radius: 1.250e-08 bohr
matching radius: 0.0375 bohr
outward steps: 4000, inward steps: 2000
outward step in ln r: 0.003729
level: solver, formula, solver minus formula (Hartree)
1s1/2: -3532.192093, -3532.192093, -3.2e-12
2s1/2: -904.847783, -904.847783, 2.0e-09
3s1/2: -392.083687, -392.083687, 2.6e-09
2p1/2: -904.847783, -904.847783, 2.0e-09
3p1/2: -392.083687, -392.083687, 2.6e-09
2p3/2: -817.807495, -817.807495, -1.0e-12
3p3/2: -366.142710, -366.142710, 7.5e-10
3d3/2: -366.142710, -366.142710, 7.5e-10
3d5/2: -358.986848, -358.986848, 7.4e-13
1s1/2 solver energy: -96.116 keV
solver 2s1/2 minus 2p1/2: 1.3e-11 Hartree
solver 2p3/2 minus 2p1/2: 87.0403 Hartree
rms error of 2s1/2, 3s1/2, 2p1/2, 3p1/2:
with 500 outward steps: 9.676e-06 Hartree
with 1000 outward steps: 6.054e-07 Hartree
with 2000 outward steps: 3.782e-08 Hartree
rms error ratio, 1000 to 2000 steps: 16.01
coarse grid, outward steps: 100
coarse |D|, largest of 1s, 2p3/2, 3d5/2: 7.4e-15
coarse |D| for 2s1/2: 4.1e-06
nonrelativistic 1s, -Z^2/2: -3200.00 Hartree
solver 1s with c raised 100 times: -3200.0273 Hartree
relativistic lowering of 1s: 332.19 Hartree
formula 1s with c = 137: -3532.4072 Hartree
screening parameter a: 1.0 per bohr
screened 2s1/2: -828.3510 Hartree
screened 2p1/2: -827.8778 Hartree
screened 2s1/2 minus 2p1/2: -0.4732 Hartree
largest relative series remainder: 4.4e-15
relative remainder for absent 1p1/2: 1.000
series growth over 2*lambda at k = 4000: 0.99957
largest error of angular identity: 2.9e-09
```
